# Statistical error of the roughness amplitude of one edge: verification in Python

```python
"""
Relative statistical error of the roughness amplitude of ONE Gaussian edge.
Result under test: sd(s)/sigma ~ sqrt(xi/(2 L)) for xi << L, where
  y(x)  edge deviation, covariance sigma^2 exp(-|u|/xi)
  s     sqrt of the average of y^2 along the edge
  xi    correlation length, L edge length, d sample spacing (all nm)
  t     xi/L.  Calculations use sigma = 1 until lengths are printed.
"""
import numpy as np
from scipy.integrate import dblquad
from scipy.linalg import eigvalsh
from scipy.signal import lfilter

L, xi, sigma, d = 2000.0, 20.0, 1.5, 1.0
noise_nm, blur_nm, skew_a = 0.5, 3.0, 0.1
t = xi / L
N = int(round(L / d))
leading = np.sqrt(t / 2)


def covariance(n, spacing):
    x = (np.arange(n) + 0.5) * spacing
    return np.exp(-np.abs(x[:, None] - x[None, :]) / xi)


def remove_modes(cov, modes):
    q, _ = np.linalg.qr(modes)
    half = cov - q @ (q.T @ cov)
    return half - (half @ q) @ q.T


def variance_moments(cov):
    """Mean and half the normalized variance of the averaged square."""
    n = len(cov)
    return np.trace(cov) / n, np.sum(cov**2) / n**2


def amplitude_moments(cov):
    """Mean and sd of s from the eigenvalues, without linearization."""
    lam = eigvalsh(cov) / len(cov)
    lam = np.maximum(lam, 0.0)  # remove rounding-level negative values
    z = np.linspace(-25.0, 25.0, 1001)
    v2 = np.exp(2 * z)
    log_m = np.array([-0.5 * np.sum(np.log1p(2 * lam * p)) for p in v2])
    integrand = -np.expm1(log_m) * np.exp(-z)
    mean_s = np.sum(integrand) * (z[1] - z[0]) / np.sqrt(np.pi)
    return mean_s, np.sqrt(np.sum(lam) - mean_s**2)


def mean_variance(r):
    """Variance of a line average; r = xi / averaging length."""
    return 2 * r - 2 * r**2 * (-np.expm1(-1 / r))


def closed_known(r):
    return r - r**2 / 2 * (-np.expm1(-2 / r))


def closed_centred(r):
    e = np.exp(-1 / r)
    g2 = r**2 * (4 - 8*r*(1 - e) + r*(1 - e**2) + 2*e)
    return closed_known(r) - 2 * g2 + mean_variance(r)**2


# Closed integrals against matrix sums extrapolated to zero spacing.
raw = []
for n in (N // 2, N):
    c = covariance(n, L / n)
    cc = remove_modes(c, np.ones((n, 1)))
    raw.append([variance_moments(c)[1], variance_moments(cc)[1],
                1 - variance_moments(cc)[0]])
extrap = (4 * np.array(raw[1]) - np.array(raw[0])) / 3
closed = np.array([closed_known(t), closed_centred(t), mean_variance(t)])
assert np.allclose(extrap, closed, rtol=1e-5, atol=0)
w = mean_variance(t)
centred_linear = 0.5 * np.sqrt(2 * closed_centred(t)) / (1 - w)
# The remainder of the first-order factor is of order t^2.
assert abs(centred_linear / leading - (1 - t / 4)) < 10 * t**2

# Full square-root statistics, and first-order size of the remainder.
mean_s, sd_s = amplitude_moments(c)
mean_c, sd_c = amplitude_moments(cc)
_, sd_short = amplitude_moments(covariance(N // 2, d))
dev_long = sd_s / leading - 1
dev_short = sd_short / np.sqrt(t) - 1
assert abs(dev_long) < 2 * t
assert 0.4 < dev_long / dev_short < 0.6

# Fitting both position and tilt.
x = np.linspace(-1, 1, N)
ct = remove_modes(c, np.column_stack([np.ones(N), x]))
tilt_loss = 1 - variance_moments(ct)[0]
assert abs(tilt_loss / (4 * t) - 1) < 0.05

# Sampling law against explicit sums on a very long edge.
for ratio in (0.05, 0.5, 2.0):
    n = int(2000 / ratio)
    k = np.arange(1, n)
    direct = (n + 2*np.sum((n - k)*np.exp(-2*k*ratio))) / n**2
    law = ratio / np.tanh(ratio) / (n * ratio)
    assert abs(direct / law - 1) < 1e-3  # end effects are O(xi/L)
sampled = np.sqrt(d / np.tanh(d / xi) / (2 * L))
coarse = np.sqrt(xi / np.tanh(1.0) / (2 * L))
naive = 1 / np.sqrt(2 * N)

# Simulated edges; the recursion has exponential correlation.
rng = np.random.default_rng(71)
rho = np.exp(-d / xi)
nu = noise_nm / sigma
norm = np.sqrt(1 + 2 * skew_a**2)
known, centred, noisy, skewed = [], [], [], []
lag_sum, third_sum, batches, batch = 0.0, 0.0, 8, 2000
for _ in range(batches):
    h = rng.standard_normal((batch, N))
    h[:, 1:] *= np.sqrt(1 - rho**2)
    h = lfilter([1.0], [1.0, -rho], h, axis=1)
    m2 = np.mean(h**2, axis=1)
    known.append(m2)
    centred.append(m2 - np.mean(h, axis=1)**2)
    lag = int(round(xi / d))
    lag_sum += np.mean(h[:, lag:] * h[:, :-lag])
    y = (h + skew_a * (h**2 - 1)) / norm
    skewed.append(np.mean(y**2, axis=1))
    third_sum += np.mean(y * y * y)
    h += nu * rng.standard_normal((batch, N))
    noisy.append(np.mean(h**2, axis=1))
known, centred, noisy, skewed = map(
    np.concatenate, (known, centred, noisy, skewed))
edges = len(known)
mc_s, mc_c = np.sqrt(known), np.sqrt(centred)
assert abs(lag_sum / batches - np.exp(-1)) < 0.01
# Sampling error of a simulated sd is about 0.6 percent.
assert abs(np.std(mc_s) / sd_s - 1) < 0.03
assert abs(np.std(mc_c) / sd_c - 1) < 0.03
assert abs(np.mean(mc_s) - mean_s) < 0.003
assert abs(np.mean(mc_c) - mean_c) < 0.003
inside = np.mean(np.abs(mc_s - 1) < leading)

# Noise: bias if retained, random error if its known variance is removed.
noise_bias = np.sqrt(1 + nu**2) - 1
noise_error = np.sqrt((closed_known(t) + (2*nu**2 + nu**4)/N) / 2)
assert abs(np.mean(noisy) - (1 + nu**2)) < 0.006
assert abs(np.std(noisy) / 2 / noise_error - 1) < 0.03

# Skewed edge: Hermite coefficients of its square.
coef = np.array([4*skew_a, 1 + 4*skew_a**2, 2*skew_a, skew_a**2])
coef /= norm**2
orders = np.arange(1, 5)
factorials = np.array([1, 2, 6, 24])
skew_error = 0.5*np.sqrt(2*t*np.sum(factorials*coef**2/orders))
skewness = (6 * skew_a + 8 * skew_a**3) / norm**3
assert abs(np.std(skewed) / 2 / skew_error - 1) < 0.04
assert abs(third_sum / batches - skewness) < 0.02

# Pooling independent edges; 320 groups give about 4 percent accuracy.
target = 0.01
need = int(np.ceil((leading / target)**2 - 1e-9))
groups = edges // need
pool = known[:groups * need].reshape(groups, need).mean(axis=1)
pool_sd = np.std(np.sqrt(pool))
assert abs(pool_sd / (leading / np.sqrt(need)) - 1) < 0.15

# Averaging along the edge by the instrument.
blur_var = mean_variance(xi / blur_nm)
triangle, _ = dblquad(lambda b, a: np.exp(-(a - b) * blur_nm / xi),
                      0, 1, lambda a: 0, lambda a: a)
assert abs(2 * triangle - blur_var) < 1e-8
blur_bias = np.sqrt(blur_var) - 1

# Gaussian-shaped covariance exp(-(u/xi)^2) with the same 1/e length.
pos = np.arange(N) * d
shape = np.exp(-((pos[:, None] - pos[None, :]) / xi)**2)
shape_error = np.sqrt(np.sqrt(np.pi / 2) * t / 2)
shape_direct = np.sqrt(variance_moments(shape)[1] / 2)
assert abs(shape_direct / shape_error - 1) < 0.01


def show(label, value, unit="%", digits=3):
    scale = 100 if unit == "%" else 1
    print(f"{label}: {scale * value:.{digits}f} {unit}")


show("Edge length L", L, "nm", 0)
show("Correlation length xi", xi, "nm", 0)
show("True amplitude sigma", sigma, "nm", 2)
show("Sample spacing d", d, "nm", 1)
show("Ratio t = xi/L", t, "(dimensionless)", 4)
show("Effective independent values L/xi", 1 / t, "(count)", 0)
show("Relative error of variance, leading", np.sqrt(2 * t))
show("Relative error of amplitude, leading", leading)
show("Absolute error of amplitude, leading", sigma * leading, "nm", 4)
show("Amplitude error, finite L, linearized",
     np.sqrt(closed_known(t) / 2))
show("Amplitude error, full square root, known mean", sd_s)
show("Amplitude bias, known mean", mean_s - 1)
show("Simulated edges", edges, "(count)", 0)
show("Simulated amplitude error, known mean", np.std(mc_s))
show("Simulated fraction within leading error of sigma", inside, "%", 1)
show("Variance lost by fitting mean", w)
show("Fitted-mean relative error, linearized", centred_linear)
show("Fitted-mean sd(s)/E[s], full square root", sd_c / mean_c)
show("Fitted-mean amplitude bias, full square root", mean_c - 1)
show("Variance lost by fitting mean and tilt", tilt_loss)
show("Amplitude bias from mean and tilt, sqrt of mean variance",
     np.sqrt(1 - tilt_loss) - 1)
show("Error with d = 1 nm sampling law", sampled)
show("Error with d = xi = 20 nm sampling law", coarse)
show("False error if all pixels were independent", naive)
show("Edges needed for 1% error", need, "(count)", 0)
show("Simulated error after pooling those edges", pool_sd)
show("White noise per sample", noise_nm, "nm", 2)
show("Amplitude bias if noise is retained", noise_bias)
show("Error after known noise variance is subtracted", noise_error)
show("Instrument averaging length", blur_nm, "nm", 1)
show("Amplitude bias from instrument averaging", blur_bias)
show("Error for Gaussian-shaped covariance", shape_error)
show("Skewed-edge parameter a", skew_a, "(dimensionless)", 2)
show("Skewness of that edge", skewness, "(dimensionless)", 3)
show("Error for skewed edge", skew_error)
show("Leading error if xi = 10 nm", np.sqrt(10.0 / (2 * L)))
show("Leading error if xi = 40 nm", np.sqrt(40.0 / (2 * L)))
print("success")
```

It prints:

```
Edge length L: 2000 nm
Correlation length xi: 20 nm
True amplitude sigma: 1.50 nm
Sample spacing d: 1.0 nm
Ratio t = xi/L: 0.0100 (dimensionless)
Effective independent values L/xi: 100 (count)
Relative error of variance, leading: 14.142 %
Relative error of amplitude, leading: 7.071 %
Absolute error of amplitude, leading: 0.1061 nm
Amplitude error, finite L, linearized: 7.053 %
Amplitude error, full square root, known mean: 7.013 %
Amplitude bias, known mean: -0.246 %
Simulated edges: 16000 (count)
Simulated amplitude error, known mean: 6.951 %
Simulated fraction within leading error of sigma: 69.1 %
Variance lost by fitting mean: 1.980 %
Fitted-mean relative error, linearized: 7.052 %
Fitted-mean sd(s)/E[s], full square root: 7.029 %
Fitted-mean amplitude bias, full square root: -1.239 %
Variance lost by fitting mean and tilt: 3.921 %
Amplitude bias from mean and tilt, sqrt of mean variance: -1.980 %
Error with d = 1 nm sampling law: 7.074 %
Error with d = xi = 20 nm sampling law: 8.103 %
False error if all pixels were independent: 1.581 %
Edges needed for 1% error: 50 (count)
Simulated error after pooling those edges: 1.003 %
White noise per sample: 0.50 nm
Amplitude bias if noise is retained: 5.409 %
Error after known noise variance is subtracted: 7.095 %
Instrument averaging length: 3.0 nm
Amplitude bias from instrument averaging: -2.439 %
Error for Gaussian-shaped covariance: 7.916 %
Skewed-edge parameter a: 0.10 (dimensionless)
Skewness of that edge: 0.590 (dimensionless)
Error for skewed edge: 7.971 %
Leading error if xi = 10 nm: 5.000 %
Leading error if xi = 40 nm: 10.000 %
success
```
